Why CoSi2 is a metal and beta-FeSi2 need not be

**Q:** I take every transition-metal silicide to be a metal. The metal atom brings a partly filled d shell, so there must be partly filled bands. CoSi2 conducts well. Why should an iron silicide be different?

**A:** An open shell in a free atom does not settle how the bands of a crystal are filled. The atomic levels mix with those of the neighbours, and electrons fill the resulting bands. The question is whether the last electron completes a band with a gap above it. What do you know about how many electrons a band holds?

**Q:** Two per atom, I suppose, one for each spin.

**A:** Two per primitive cell, the smallest unit that repeats by translation. Take a crystal of N₁ × N₂ × N₃ = N cells with periodic boundary conditions. A Bloch state gains the phase exp(ik·a₁) on a step by the lattice vector a₁, and N₁ steps must bring it back to itself:

exp(iN₁ k·a₁) = 1, so k·a₁ = 2πm₁/N₁.

There are N₁ different values of m₁, and likewise for the other two directions. That makes N wave vectors, each with one state per band and spin. A band therefore holds 2N electrons, or two per cell. I assume independent electrons, a perfect crystal, no magnetic order, and either negligible spin-orbit coupling or an inversion centre (both silicides here have one), so that every level is doubly degenerate at each k.

Number the bands by energy at each k. If every band were either full or empty, the number of electrons per cell would be even. An odd number thus forces a partly filled band, and the crystal is a metal.

**Q:** Then count for CoSi2.

**A:** Cobalt has 27 electrons, 18 of them in the argon core, which leaves 9. Silicon has 14, with 10 in the neon core, which leaves 4. CoSi2 has the fluorite structure. Its cubic cell contains four formula units, but four different translations, counting the null one, carry the crystal into itself within that cell. The primitive cell therefore holds one formula unit:

9 + 2 × 4 = 17 electrons, enough for 8.5 bands.

The number is odd, so within the stated assumptions CoSi2 must be a metal, whatever the detailed shape of its bands.

**Q:** And iron has one electron fewer, so FeSi2 has 16. Is it a semiconductor for that reason?

**A:** Not for that reason alone. First, the beta phase is not fluorite. It is an orthorhombic, distorted relative of it, with 16 iron and 32 silicon atoms in the conventional cell. Two translations carry that cell into itself, so the primitive cell has 24 atoms, or eight formula units:

8 × (8 + 2 × 4) = 128 electrons, enough for 64 bands.

Sixty-four full bands are possible. But if band 65 dips below the top of band 64 somewhere in k space, electrons spill over and both bands are partly filled. An even count is necessary for a semiconductor but not sufficient; a gap is still needed. In some crystals glide planes or screw axes force neighbouring bands to touch, and then certain even counts cannot end at a gap at all.

**Q:** Why does a full band not conduct? It is full of moving electrons.

**A:** They move, but their velocities cancel, and a field does not upset the balance. Let me use a definite band. Put one orbital on each site of an fcc lattice, with hopping energy −t to the twelve nearest neighbours. Let x, y, z be the components of k times half the cubic edge a. The four neighbours in the xy plane contribute

−t[e^(i(x+y)) + e^(i(x−y)) + e^(i(−x+y)) + e^(i(−x−y))] = −4t cos x cos y.

Adding the other two planes gives

ε = −4t(cos x cos y + cos y cos z + cos z cos x).

The bottom is −12t, at x = y = z = 0. The top is 4t, for example at x = 0, y = π. The velocity along x is proportional to

v = ∂ε/∂x = 4t sin x (cos y + cos z).

A field shifts all wave vectors equally. Call the shift in x by q, and leave out scattering and jumps between bands. The sum of velocities per site is then

J(q) = g⟨f(ε(x,y,z)) v(x+q,y,z)⟩,

where ⟨ ⟩ is the average over k, f is the occupation before the shift, and g counts bands and spins. J is in energy units: the factor a/(2ħ) turns it into a velocity, and the charge −e turns that into a current. For a full band f = 1, and the average of a derivative of a periodic function over its period is zero. The current vanishes for every q.

**Q:** And a partly filled band?

**A:** Expand the sine:

v(x+q) = 4t(sin x cos q + cos x sin q)(cos y + cos z).

The occupation f is even in x, so the sin x term averages to zero. What remains is

J(q) = K sin q, with K = g⟨f · 4t cos x (cos y + cos z)⟩.

By cubic symmetry, K is the same for shifts along y and z, so I may average the three expressions. Each product of two cosines then appears twice in the sum:

K = (g/3)⟨f · 8t(cos x cos y + cos y cos z + cos z cos x)⟩ = −(2/3) g⟨fε⟩ = −(2/3)E,

where E is the band energy per site. An empty band has E = 0. A full one also has E = 0, because the cosine products average to zero. Both limits give no response, as they should. At partial filling at low temperature the lower states are taken first, E is negative and K is positive.

There is a second way to see it. The function multiplying f in K is ∂v/∂x, so integration by parts gives

K = g⟨f ∂v/∂x⟩ = −g⟨v ∂f/∂x⟩ = g⟨v²(−df/dε)⟩.

The boundary term vanishes by periodicity, and ∂f/∂x = v df/dε. At low temperature df/dε differs from zero near the Fermi level, so K measures moving states there. A gap at that level removes them.

**Q:** Can you put the cobalt and iron counts into such a band?

**A:** Yes, as a model. I assume that seven bands per formula unit are full and take 14 electrons. The rest go into two active orbitals per unit, placed on the fcc lattice, each hopping to its own kind. Then

Co: 17 − 14 = 3 electrons, Fe: 16 − 14 = 2 electrons.

In the real crystals the lower bands and the active ones mix, so this is not a band structure of either silicide. I choose t = 0.1 eV, so the band runs from −1.2 to 0.4 eV.

For cobalt there are two coinciding bands and two spins, g = 4, and three of the four places are taken. Averaging over a mesh of 80 points in each of x, y and z, and fixing the chemical potential by the electron number, gives 0.267 eV at 300 K, inside the band. The band energy is E = −0.3336 eV per unit, so

K = (2/3) × 0.3336 eV = 0.2224 eV.

The average of v²(−df/dε) over the same mesh gives the same 0.2224 eV. A shift q = 0.1 produces

J = 0.2224 eV × sin 0.1 = 0.0222 eV per unit.

**Q:** With two electrons in the iron case, one band is full and the other empty. So there is your semiconductor.

**A:** Not yet. The two bands coincide, so both are half full. The Fermi level is at 0.09 eV, again inside the band. This is an even-electron metal, and it shows that evenness is not sufficient.

**Q:** What separates the two bands?

**A:** In this model, a distortion that makes the two orbitals on a unit unequal. I describe it by adding on each unit the matrix

S = (D/2) [[cos θ, sin θ], [sin θ, −cos θ]].

Its trace is zero and its determinant is −D²/4, so its eigenvalues are −D/2 and +D/2. The angle θ says which mixture of the orbitals is lowered.

If θ is the same everywhere, I can use the lowered and raised mixtures as the new orbitals on all units. The hopping is the same for both orbitals, so this change leaves it unaltered. The bands are ε − D/2 and ε + D/2. The bottom of the upper one minus the top of the lower one is

(−12t + D/2) − (4t − D/2) = D − 16t.

The splitting must exceed the full band width, 16t = 1.6 eV. With D = 1.2 eV the lower band reaches up to −0.2 eV while the upper one starts at −0.6 eV. They overlap by 0.4 eV, and the even count still gives a metal. With D = 2.4 eV there is a gap of 0.8 eV.

**Q:** But you said that the beta phase has eight formula units in its cell. Your distortion is the same on all of them.

**A:** Then let θ differ: 0, 10, 20, and so on to 70 degrees on eight units, arranged as a block of two by two by two primitive fcc cells and taken in order along the first lattice vector, then the second, then the third. This matches the number of units in beta-FeSi2, not its geometry. There are now 16 active levels at each k, and 8 × 2 = 16 electrons per cell fill eight of them.

A gap is still guaranteed if D > 16t. At a given k, the hopping part has energies between −12t and 4t. The splitting part has eight states at −D/2 and eight at +D/2. Any normalized combination of the eight lowered states has mean energy at most

−D/2 + 4t.

Suppose fewer than eight levels lay at or below this value. Then at least nine would lie above it. A nine-dimensional space and an eight-dimensional one inside sixteen dimensions must share a vector, since 9 + 8 > 16. That vector would have a mean energy both above the value and not above it, which is impossible. So at least eight levels lie at or below −D/2 + 4t. The same argument with the raised states puts at least eight at or above D/2 − 12t. Neither limit depends on k, so

gap ≥ D − 16t = 2.4 eV − 1.6 eV = 0.8 eV.

Diagonalizing the 16 × 16 matrix on a mesh of 20 × 20 × 20 wave vectors puts the top of the filled levels at −0.804 eV and the bottom of the empty ones at 0.089 eV. The gap is

0.089 eV + 0.804 eV = 0.893 eV,

somewhat above the bound. I chose D and t to give a gap of roughly the real size, so this is not a prediction for beta-FeSi2.

**Q:** Then what tells you that the real crystal has a gap?

**A:** Measurement: its gap is somewhat below 1 eV. The count says that a gap can fall in the right place. The model shows how a distortion can open one, without proving that this is the whole mechanism in the real material. A calculation of the gap itself would need the actual orbitals, atomic positions and electron interactions.

**Q:** Could the same splitting turn the cobalt compound into a semiconductor?

**A:** With one unit per cell, no. For D = 2.4 eV, two of the three active electrons fill the lower band and one is left for the upper band, which is then half full. That band runs from 0 to 1.6 eV and the Fermi level lies at 1.29 eV. If D is small enough, both bands are partly filled instead. The odd count wins, whatever the size of D.

**Q:** I could group eight CoSi2 units into one cell. That gives 8 × 17 = 136 electrons, an even number.

**A:** If the crystal is unchanged, you have merely described it with a larger cell. The bands are folded into a smaller zone, but no energy has moved and the metal remains a metal. That is why the parity rule needs the primitive cell.

If a distortion really makes the eight units different, the primitive cell is larger and parity no longer decides. I can put the cobalt count into the tilted model: 24 active electrons are enough for twelve of the 16 levels. But level 13 starts 0.20 eV below the top of level 12, so the bands overlap and this case is a metal too. That is a result for these parameters, not a theorem.

**Q:** How large is the difference in conduction at room temperature? A semiconductor has some carriers.

**A:** Let n be the number of electrons above the gap per formula unit, and p the number of holes below it. When the chemical potential μ is many kT from both edges, the occupation reduces to an exponential:

n = N_c exp[−(E_c − μ)/kT], p = N_v exp[−(μ − E_v)/kT].

Here E_c and E_v are the band edges. N_c is the sum of exp[−(ε − E_c)/kT] over the upper states, both spins included, per formula unit and wave vector; N_v is the matching sum for the lower states. Without impurities n = p. Multiplying the two equations removes μ:

n² = N_c N_v exp[−(E_c − E_v)/kT],

n = √(N_c N_v) exp[−gap/(2kT)].

At 300 K, kT = 0.02585 eV, and the mesh gives N_c = 0.0019 and N_v = 0.077. The root is 0.012. The exponent is −0.893/(2 × 0.02585) = −17.3, and the exponential is about 3.2 × 10⁻⁸. The product is

n ≈ 4 × 10⁻¹⁰ electrons per formula unit.

In the cobalt model without splitting, both bands are partly filled, with three electrons in four places on every unit, and no electron has to be lifted across a gap.

**Q:** Would heating tell the two apart?

**A:** In the model, clearly. At 600 K the semiconductor has n ≈ 5 × 10⁻⁶ per unit, about 14,000 times as many carriers as at 300 K. The exponential alone accounts for a factor of about 5600; the rest, about 2.5, comes from the growth of √(N_c N_v), because more states lie within kT of the edges. Over the same range the metal's K falls from 0.222 to 0.211 eV, a change of 5 per cent.

K is not a conductivity, since I left out scattering, which also depends on temperature. And in a real sample of beta-FeSi2, impurities or a departure from the ideal composition can supply far more carriers than the gap lets through at 300 K. Such a sample may conduct noticeably and still have a gap.

**Q:** Is the odd-electron rule safe for other silicides?

**A:** Within its assumptions. Strong repulsion between electrons can localize them even in a half-filled band. Magnetic order can lift the spin degeneracy or enlarge the cell, and strong disorder can stop electrons from travelling. For an even count you need the bands themselves. So for a new silicide I would ask for its structure first, count the electrons in the primitive cell, and, if the number is even, look for the gap.
